\section*{Why impact parameters must be sampled uniformly in p squared}

\section{Two averages for one collision}

An argon ion of 500~eV enters silicon and meets an atom. If the impact parameter $p$, the distance between the ion's incoming line and the atom, is drawn uniformly between zero and 0.1532~nm, the atom receives 153~eV on average. If $p^2$ is drawn uniformly over the same disc, it receives 64~eV. The force law, the ion energy and the largest impact parameter are the same in both cases. The factor of 2.40 comes from the sampling alone.

The belief behind the larger number is reasonable at first sight. A binary-collision simulation replaces the ion's path by straight flights of length $L$, each ending in a collision with one atom inside a cylinder of radius $P$ around the path. The deflection depends on $p$, nothing singles out any value of $p$, and so every value from 0 to $P$ should be equally likely. A drawing of the collision supports this, because on paper the atom can be shifted sideways by equal steps. In a two-dimensional world the conclusion would be right: the strips between $p$ and $p+dp$ on the two sides of the path have total area $2L\,dp$, whatever $p$ is. The error lies in carrying this count into three dimensions.

\section{Counting the atoms}

Let the target have $N$ atoms per volume, homogeneously distributed, and let the ion's line be independent of their positions. The atoms with impact parameter between $p$ and $p+dp$ lie in a cylindrical shell of circumference $2\pi p$, thickness $dp$ and length $L$. Their expected number is
\begin{equation}
dn = N L\,2\pi p\,dp .
\end{equation}
The simulation has one collision per flight, so $L$ and $P$ are tied by
\begin{equation}
\int_0^P dn = N\pi P^2L = 1 .
\label{eq:norm}
\end{equation}
Inserting $NL=1/(\pi P^2)$ into $dn$ gives the probability density and the cumulative probability
\begin{equation}
g(p)=\frac{2p}{P^2},\qquad
G(b)=\int_0^b\frac{2p}{P^2}\,dp=\frac{b^2}{P^2}.
\label{eq:law}
\end{equation}
Setting $G(p)=\xi$, with $\xi$ uniform on $[0,1]$, gives the sampling rule $p=P\sqrt{\xi}$. Equal areas of the disc are equally likely, and equal steps in $p$ are rings of unequal area.

Uniform $p$ has density $1/P$ and cumulative probability $b/P$. Relative to the correct law it is too large by
\begin{equation}
\frac{1/P}{2p/P^2}=\frac{P}{2p}
\quad\text{in density},\qquad
\frac{b/P}{b^2/P^2}=\frac{P}{b}
\quad\text{in the number with } p<b .
\label{eq:excess}
\end{equation}
The densities cross at $p=P/2$: closer collisions are oversampled and more distant ones undersampled. The inner tenth of the radius receives 10\% of the collisions instead of 1\%.

\section{Isotropy is not quite the condition}

One might tie the rule to an isotropic target, but isotropy about the track fixes only the azimuth of the atom. Suppose the atomic density falls as $C/r^2$ with distance $r$ from a point on the track. This target looks the same in all directions from that point. With $s$ measured along a long track, the number of atoms in a shell is
\begin{equation}
dn=2\pi p\,dp\int_{-\infty}^{\infty}\frac{C\,ds}{p^2+s^2}
=2\pi p\,dp\;\frac{\pi C}{p}=2\pi^2C\,dp ,
\end{equation}
which is uniform in $p$. The property that produces Eq.~(\ref{eq:law}) is homogeneity relative to the track.

A crystal can satisfy it. If a line is placed at random with respect to the unit cell, each atom is uniformly distributed relative to the line, and the shell count holds on average. For 4000 randomly oriented segments, each 2~nm long and centred at random in the silicon cell, a count of the atoms within $P$ puts 6.3\% of them at $p<P/4$. The area law gives $1/16=6.25\%$, uniform $p$ gives 25\%.

The law fails when the ion's position is correlated with the atoms, as in channelling. Seen along $\langle110\rangle$, the widest channel of silicon is bounded by six atomic rows. With lattice constant $a_{\rm L}=0.543$~nm, two of them lie at $3a_{\rm L}/8$ from the axis, and the other four at
\begin{equation}
\sqrt{\left(\frac{a_{\rm L}}{2\sqrt2}\right)^2+\left(\frac{a_{\rm L}}{8}\right)^2}
=\sqrt{\frac{9a_{\rm L}^2}{64}}=\frac{3a_{\rm L}}{8}=0.204~\text{nm}.
\end{equation}
This exceeds $P=0.153$~nm, so an ion on the axis has no atom inside its cylinder, and neither sampling law describes it.

\section{From impact parameter to energy transfer}

Take the collision as classical and elastic, with the atom free and at rest. Let $M_1$, $M_2$ be the masses of ion and atom, $E$ the ion's energy and $v$ its speed. In the centre-of-mass frame the atom moves with speed $u=M_1v/(M_1+M_2)$ before and after, and its velocity turns by the angle $\theta$. The change of its velocity has magnitude $2u\sin(\theta/2)$. The atom started at rest in the laboratory, so this is its final laboratory speed, and it receives
\begin{equation}
T=\frac{M_2}{2}\,4u^2\sin^2\frac{\theta}{2}
=T_m\sin^2\frac{\theta}{2},\qquad
T_m=\frac{4M_1M_2}{(M_1+M_2)^2}\,E .
\label{eq:T}
\end{equation}

Hard spheres with contact distance $d$ show the consequences in closed form. The line of centres makes an angle $\alpha$ with the incoming velocity, where $\sin\alpha=p/d$. Reflection gives $\theta=\pi-2\alpha$, hence $T=T_m\cos^2\alpha=T_m(1-p^2/d^2)$. For $P=d$, a transfer above $tT_m$ requires $p<d\sqrt{1-t}$. Its probability is $1-t$ under the area law and $\sqrt{1-t}$ under uniform $p$. Integrating these over $t$ from 0 to 1 gives mean transfers of $T_m/2$ and $2T_m/3$. If the cylinder is wider than the sphere, $P>d$, the means are
\begin{align}
\langle T\rangle_{\rm area}&=\frac{2T_m}{P^2}\int_0^d\left(p-\frac{p^3}{d^2}\right)dp
=\frac{2T_m}{P^2}\left(\frac{d^2}{2}-\frac{d^2}{4}\right)=\frac{T_md^2}{2P^2},\\
\langle T\rangle_{\rm unif}&=\frac{T_m}{P}\int_0^d\left(1-\frac{p^2}{d^2}\right)dp
=\frac{2T_md}{3P},
\end{align}
and their ratio is $4P/(3d)$. The smaller the scatterer within its cylinder, the larger the error.

For any $T(p)$, the ratio of the means can be written as
\begin{equation}
\frac{\langle T\rangle_{\rm unif}}{\langle T\rangle_{\rm area}}
=\frac{P^{-1}\int_0^PT\,dp}{2P^{-2}\int_0^PTp\,dp}
=\frac{P}{2\bar p},\qquad
\bar p=\frac{\int_0^PTp\,dp}{\int_0^PT\,dp}.
\label{eq:ratio}
\end{equation}
Here $\bar p$ is the mean of $p$ weighted by the transfer. If $T$ never increases with $p$, this weighting cannot raise the mean above its unweighted value $P/2$. To see this, take two values $p$ and $p'$: the product $[T(p)-T(p')](p-p')$ is never positive. Averaging it over independent uniform $p$ and $p'$ gives $2\langle Tp\rangle-2\langle T\rangle\langle p\rangle\le0$, so $\bar p=\langle Tp\rangle/\langle T\rangle\le\langle p\rangle=P/2$. Under this condition uniform sampling never underestimates the mean transfer.

\section{The argon ion in silicon}

Silicon has eight atoms per cubic cell, so $N=8/a_{\rm L}^3=49.97$~nm$^{-3}$. The usual choice $L=N^{-1/3}=0.2715$~nm and Eq.~(\ref{eq:norm}) give $P=L/\sqrt\pi=0.1532$~nm. With masses 39.95 and 28.09~u, $T_m=0.9696\times500=485$~eV.

The deflection follows from the conservation laws of the relative motion. With $E_c=EM_2/(M_1+M_2)=206$~eV, angular momentum gives $\dot\varphi=pv/r^2$, and energy gives $\dot r^2=v^2(1-V/E_c-p^2/r^2)$. Dividing the first by $|\dot r|$ and doubling for the way in and out,
\begin{equation}
\theta=\pi-2p\int_{r_0}^{\infty}\frac{dr}{r^2\sqrt{1-V(r)/E_c-p^2/r^2}},
\label{eq:theta}
\end{equation}
where the root vanishes at the closest approach $r_0$. For $V$ I use the universal screened potential,
\begin{equation}
V=\frac{Z_1Z_2e^2}{4\pi\varepsilon_0r}\sum_i c_i\,e^{-k_ir/a},\qquad
a=\frac{0.8854\,a_0}{Z_1^{0.23}+Z_2^{0.23}}=0.0124~\text{nm},
\end{equation}
with Bohr radius $a_0$, $Z_1=18$, $Z_2=14$, $c_i=(0.18175,\,0.50986,\,0.28022,\,0.02817)$ and $k_i=(3.1998,\,0.94229,\,0.4029,\,0.20162)$. Gauss--Legendre quadrature of Eq.~(\ref{eq:theta}) gives $T=418$, 141 and 8.7~eV at $p=0.02$, 0.06 and 0.12~nm. Averaging $T(p)$ by the same quadrature gives
\begin{equation}
\langle T\rangle_{\rm area}=63.7~\text{eV},\qquad
\langle T\rangle_{\rm unif}=152.9~\text{eV},\qquad
\frac{152.9}{63.7}=2.40 .
\end{equation}
By Eq.~(\ref{eq:ratio}), $\bar p=0.1532/(2\times2.40)=0.032$~nm, well inside $P/2=0.077$~nm.

At fixed $P$ the error grows with energy: the ratio is 1.646 at 100~eV, 3.65 at 2~keV and 6.59 at 10~keV. Equation~(\ref{eq:ratio}) turns the first and last of these into $\bar p=0.047$ and 0.012~nm. The energy transfer is concentrated in ever closer collisions, which are the ones that uniform $p$ oversamples most.

The mean hides the worst of it. Since $T$ falls with $p$ here, a transfer above $T^*$ means $p<p^*$, and Eq.~(\ref{eq:excess}) gives an excess $P/p^*$. At 500~eV:
\begin{center}
\begin{tabular}{lcccc}
$T^*$ & $p^*$ (nm) & area law & uniform $p$ & excess\\
\hline
15 eV & 0.109 & 0.510 & 0.714 & 1.40\\
$0.5\,T_m$ & 0.0440 & 0.083 & 0.288 & 3.48\\
$0.9\,T_m$ & 0.0168 & 0.0120 & 0.110 & 9.1\\
$0.99\,T_m$ & 0.0052 & 0.0011 & 0.034 & 30
\end{tabular}
\end{center}

The last rows follow a simple law. As $p\to0$ the integral in Eq.~(\ref{eq:theta}) tends to a constant $\kappa$, so $\theta\approx\pi-2\kappa p$ and $T/T_m\approx\cos^2\kappa p\approx1-\kappa^2p^2$. Hence $p^*\approx\sqrt{1-T^*/T_m}/\kappa$ and
\begin{equation}
\frac{P}{p^*}\approx\frac{\kappa P}{\sqrt{1-T^*/T_m}} .
\end{equation}
The quadrature at very small $p$ gives $\kappa=19.4$~nm$^{-1}$, so at $0.99\,T_m$ the excess is $19.4\times0.1532/0.1=29.7$. It diverges for head-on collisions, although both probabilities go to zero there.

\section{A symptom and two cures}

The energy lost per length is $\langle T\rangle/L=N\pi P^2\langle T\rangle$, by Eq.~(\ref{eq:norm}). The factor multiplying $N$ is the stopping cross-section:
\begin{equation}
S_{\rm area}=2\pi\int_0^PTp\,dp,\qquad
S_{\rm unif}=\pi P\int_0^PT\,dp .
\end{equation}
$P$ is a bookkeeping choice, since a wider cylinder is compensated by a shorter flight. Once $P$ exceeds the reach of the force, both integrals saturate. $S_{\rm area}$ then stops changing, but $S_{\rm unif}$ keeps its prefactor $P$. Doubling $P$ at 500~eV moves $S_{\rm area}$ from 4.69 to 4.73~eV\,nm$^2$ and $S_{\rm unif}$ from 11.3 to 22.6~eV\,nm$^2$. A stopping power proportional to the cylinder radius is therefore a symptom of uniform sampling.

One cure is $p=P\sqrt\xi$. The other keeps uniform $p$ and gives each event the weight $w=2p/P$, the ratio of the correct density to the sampled one. For the mean transfer of a single collision at 500~eV the weighted form is the more efficient: in a Monte Carlo sample the standard deviation of $wT$ is 49~eV, against 101~eV for $T$ under the square-root rule, because the largest transfers carry the smallest weights. The advantage needs a $T(p)$ that falls steeply across the disc; below an ion energy of about 13~eV, where $T$ varies little within $P$, the order reverses. Along a trajectory, however, the weights multiply. Since $\langle w^2\rangle=\int_0^1(2x)^2dx=4/3$, the mean square weight after $n$ independent collisions is $(4/3)^n$, about 18 for $n=10$. For whole trajectories the square-root rule avoids this spread.

\section{How far the numbers can be trusted}

An energy of 500~eV is a rough value for strongly biased plasma etching; at lower energies the ratio is smaller. The mean depends noticeably on the choice of potential. The Moli\`ere screening function, with $c_i=(0.35,\,0.55,\,0.10)$, $k_i=(0.3,\,1.2,\,6)$ and the Firsov length $a=0.8854\,a_0/(Z_1^{1/2}+Z_2^{1/2})^{2/3}$, raises the correct mean by 30\% to 83~eV and lowers the ratio to 2.11. Electronic stopping, left out above, can be estimated from the Lindhard--Scharff formula,
\begin{equation}
S_e=\frac{8\pi e^2a_0}{4\pi\varepsilon_0}\,
\frac{Z_1^{7/6}Z_2}{(Z_1^{2/3}+Z_2^{2/3})^{3/2}}\,\frac{v}{v_0}=0.39~\text{eV\,nm}^2,
\end{equation}
with $v_0$ the Bohr velocity. This is 8\% of $S_{\rm area}$. Collisions beyond $P$ would add 0.7\% for the universal potential at 500~eV (1.3\% for Moli\`ere). The share grows as the ion slows, to 5\% at 100~eV and over 20\% at 20~eV, where $P$ no longer exceeds the reach of the force. An atom one bond length (0.235~nm) from the ion contributes a potential energy of 1.2~eV in the universal potential. At the turning point of a head-on collision the ion is about 0.05~nm from the site of the struck atom, so some neighbours are closer: averaged over directions, the nearest contributes about 3~eV and the four together about 5.5~eV. This is small against $E_c$ at 500~eV but not near the end of the path. The binary picture is poorer for distant collisions: an ion passing midway between two bonded atoms is 0.118~nm from each, where each contributes 32~eV in the universal potential (53~eV in the Moli\`ere form), and the two deflections happen at the same time.

The free-atom assumption has a limit too. Under the correct law and with this $P$, 49\% of the collisions (87\% if $P$ is doubled) transfer less than 15~eV, a rough displacement threshold in silicon, and for these the binding of the atom matters. Crystalline order can matter more: for an ion on the $\langle110\rangle$ axis the 64~eV per flight from atoms within $P$ drops to zero for as long as it stays there. The area law is therefore suited to an amorphous target, or to a crystal entered at random and without steering.
